# When a small thermal contact is limited by its interface

**Problem.** Two large bodies of the same constant, isotropic conductivity \(k\) touch over one disc of radius \(a\). The rest of their facing surfaces is adiabatic. The joint has interface conductance \(G\): a temperature jump \(\delta T\) across it drives a heat flux \(G\,\delta T\) per unit area. Heat must squeeze through the disc, which costs a constriction resistance, and cross the joint, which costs an interface resistance. At what radius are the two equal? Evaluate it for two silicon dies touching at an isolated spot, with \(k=140\) W/(m K) and \(G=100\) MW/(m² K).

Each body is treated as a half-space obeying Fourier's law. Resistance means temperature difference divided by heat flow \(Q\).

## A tempting solution

Far from the spot, heat spreads over hemispheres of area \(2\pi r^2\), so

\[
-k\frac{dT}{dr}=\frac{Q}{2\pi r^2}
\quad\Rightarrow\quad
T(r)=\frac{Q}{2\pi k r},
\]

with \(T\) measured from the distant temperature. The spot has radius \(a\), so set \(r=a\). Each body then contributes \(1/(2\pi ka)\), and the two in series give \(1/(\pi ka)\). The interface has area \(\pi a^2\) and resistance \(1/(\pi a^2G)\). Equating them,

\[
\frac{1}{\pi ka}=\frac{1}{\pi a^2G}
\quad\Rightarrow\quad a=\frac{k}{G}=1400\ \text{nm}.
\]

The units are right and so is the trend, but the number is wrong.

## Where it fails

The interface term is sound as a definition: uniform flux \(G\,\delta T\) through area \(\pi a^2\). The hemispherical law is also sound for \(r\gg a\). The fault is the step \(r=a\), which takes the temperature of a hemisphere of radius \(a\) for that of the flat disc. Heat must still travel from the disc to that hemisphere through material that resists. Dropping this region amounts to filling it with a perfect conductor, so the constriction resistance comes out too small.

## The constriction resistance of a disc

Define the constriction resistance by the case in which each disc face has a uniform temperature. We need the flux density that produces this. Try

\[
q(r)=\frac{Q}{2\pi a\sqrt{a^2-r^2}} .
\]

It carries the right total heat:

\[
\int_0^a q\,2\pi r\,dr=\frac{Q}{a}\int_0^a\frac{r\,dr}{\sqrt{a^2-r^2}}
=\frac{Q}{a}\Big[-\sqrt{a^2-r^2}\Big]_0^a=Q .
\]

Each surface element \(dA'\) is a point source of heat \(q\,dA'\). By the hemispherical law it raises the temperature at distance \(s\) by \(q\,dA'/(2\pi ks)\). Choose any point \(P\) in the disc and use polar coordinates centred on \(P\), so that \(dA'=s\,ds\,d\varphi\). The factor \(s\) cancels the \(1/s\).

Combine opposite directions into one full chord through \(P\), with \(s\) running from \(-s_1\) to \(s_2\). Along this chord \(a^2-r'^2\) is a quadratic in \(s\) with leading coefficient \(-1\), and it vanishes at both ends. Hence \(a^2-r'^2=(s_2-s)(s+s_1)\). The substitution

\[
s=\frac{s_2-s_1}{2}+\frac{s_2+s_1}{2}\sin u
\]

turns the square root into \(\tfrac12(s_1+s_2)\cos u\) and \(ds\) into \(\tfrac12(s_1+s_2)\cos u\,du\), so

\[
\int_{-s_1}^{s_2}\frac{ds}{\sqrt{(s_2-s)(s+s_1)}}=\int_{-\pi/2}^{\pi/2}du=\pi .
\]

Every chord gives the same value, wherever \(P\) lies. Full chords cover the disc once as \(\varphi\) runs over an angle \(\pi\). Therefore

\[
T(P)=\frac{1}{2\pi k}\,\frac{Q}{2\pi a}\,\pi\cdot\pi=\frac{Q}{4ka}.
\]

The disc is isothermal, as required. One body contributes \(1/(4ka)\), and two in series give

\[
R_{\rm con}=\frac{1}{2ka}.
\]

The hemisphere estimate, \(1/(\pi ka)\), was too small by the factor \(2/\pi\).

## The crossover radius

With \(R_{\rm int}=1/(\pi a^2G)\), equality requires

\[
\frac{1}{2ka}=\frac{1}{\pi a^2G}.
\]

Multiply by \(2\pi ka^2G\) to get \(\pi aG=2k\), or

\[
\boxed{a_*=\frac{2k}{\pi G}}
\]

The ratio at any other radius is

\[
\frac{R_{\rm int}}{R_{\rm con}}=\frac{2ka}{\pi a^2G}=\frac{a_*}{a}.
\]

The interface resistance scales as inverse area and the constriction resistance as inverse radius. The interface therefore dominates for \(a\ll a_*\), and constriction dominates for \(a\gg a_*\).

For the silicon spot,

\[
a_*=\frac{2\times140}{\pi\times10^8}\ \text{m}=891\ \text{nm}\quad(0.891\ \mu\text{m}).
\]

Each resistance is then \(1/(2ka_*)=4007\) K/W. The tempting answer was too large by the factor \(\pi/2\).

## May the two resistances be added?

The question compares two separately defined resistances, and its answer is \(a_*\). Their sum is another matter. Isothermal faces need a flux that rises towards the rim, but a uniform \(G\) between isothermal faces passes a uniform flux. Both cannot hold, so the actual flux is a compromise.

Its cost can be bounded. For any divergence-free flux \(\mathbf q\) that carries total heat \(Q\) and respects the adiabatic surfaces, define

\[
D[\mathbf q]=\int\frac{|\mathbf q|^2}{k}\,dV+\int_{\rm disc}\frac{q_z^2}{G}\,dA .
\]

Let heat flow upwards, with face temperatures \(T_-\) below and \(T_+\) above the joint. The actual flux obeys \(\mathbf q=-k\nabla T\) and \(q_z=G(T_--T_+)\). Add a change \(\boldsymbol\delta\) that carries no net heat. The part of \(D\) linear in \(\boldsymbol\delta\) is twice

\[
-\int\nabla T\cdot\boldsymbol\delta\,dV+\int_{\rm disc}(T_--T_+)\delta_z\,dA .
\]

Since \(\boldsymbol\delta\) has no divergence, the first integral reduces to surface terms. The distant surfaces give zero, because \(T\) is constant there and the net heat in \(\boldsymbol\delta\) vanishes. The disc faces give \(-\int(T_--T_+)\delta_z\,dA\), which cancels the second integral. The remaining quadratic part is positive, so the actual flux minimizes \(D\). Replacing \(\boldsymbol\delta\) by \(\mathbf q\) in the same surface terms shows that the minimum is \(Q\,\Delta T=Q^2R\), where \(\Delta T\) is the total temperature difference.

**Lower bound.** The bulk part of \(D\) alone is least for isothermal faces, where it equals \(Q^2/(2ka)\). The interface part alone is least for uniform flux, where it equals \(Q^2/(\pi a^2G)\). The minimum of a sum is at least the sum of the minima, so \(R\ge R_{\rm con}+R_{\rm int}\).

**Upper bound.** Use the trial flux \(q=Q/(\pi a^2)\), uniform over the disc. To find its bulk cost, build the disc up ring by ring. At the rim of a disc of radius \(b\), the chord at angle \(\varphi\) from the inward normal has length \(2b\cos\varphi\), so

\[
T_{\rm rim}=\frac{q}{2\pi k}\int_{-\pi/2}^{\pi/2}2b\cos\varphi\,d\varphi=\frac{2bq}{\pi k}.
\]

The bulk cost in one body is \(\int qT\,dA\), a sum over pairs of elements. Each new ring pairs with the disc already present, and each pair counts twice. Hence

\[
\int qT\,dA=2\int_0^a q\,\frac{2bq}{\pi k}\,2\pi b\,db=\frac{8q^2a^3}{3k}=\frac{8Q^2}{3\pi^2ka}.
\]

Two bodies double this, and

\[
\frac{1}{2ka}+R_{\rm int}\le R\le\frac{16}{3\pi^2ka}+R_{\rm int}.
\]

At \(a_*\) the upper bound lies 4.0% above the simple sum.

The actual value follows from the balance of temperatures on the disc. By symmetry, each side takes half of \(\Delta T\):

\[
\frac{q(\mathbf r)}{2G}+\int_{\rm disc}\frac{q(\mathbf r')\,dA'}{2\pi k|\mathbf r-\mathbf r'|}=\frac{\Delta T}{2}.
\]

I solved this numerically by dividing the disc into 400 rings of uniform flux, finer towards the rim, and imposing the balance at the middle of each ring. Resistances are in K/W:

| \(a\) (nm) | \(R_{\rm con}\) | \(R_{\rm int}\) | coupled \(R\) |
|---:|---:|---:|---:|
| 89.1 | 40 071 | 400 713 | 443 959 |
| 891 | 4007 | 4007 | 8287 |
| 8913 | 401 | 40.1 | 454 |

At \(a_*\) the coupled resistance is 3.4% above the sum of 8014 K/W. The flux at \(0.9a\) is 1.28 times that at the centre, against 2.29 for isothermal faces: the interface has flattened the profile.

One could instead define the crossover by asking when \(R-R_{\rm int}\) equals \(R_{\rm int}\) in the coupled problem. That radius is 834 nm, about 6% below \(a_*\). The difference reflects the definition chosen.

For 10 K between the dies, the simple sum gives \(10/8014\) W \(=1.25\) mW, with 5 K across the joint and 2.5 K in each die. The coupled solution gives 1.21 mW.

## How far to trust 891 nm for silicon

The inputs are rough typical values for silicon near room temperature and a joint containing thin oxide. Since \(a_*\propto1/G\), a joint with half the conductance has twice the crossover radius.

The assumption most at risk is diffusion. In a phonon gas of heat capacity \(C\) per volume, speed \(v\) and mean free path \(\Lambda\), \(k=Cv\Lambda/3\). The one-way flux through an opening is \(Cv/4\) per kelvin, which gives a ballistic resistance

\[
R_{\rm b}=\frac{4}{Cv\,\pi a^2}=\frac{4\Lambda}{3\pi ka^2},
\qquad
\frac{R_{\rm b}}{R_{\rm con}}=\frac{8\Lambda}{3\pi a}.
\]

With rough values \(C=1.66\) MJ/(m³ K) and \(v=6400\) m/s, \(\Lambda=3k/(Cv)=39.5\) nm and the ratio at \(a_*\) is 3.8%. Much of silicon's heat is carried by phonons with longer paths. Taking 300 nm as a rough value, at the same \(k\), raises the ratio to 29%. This is not an upper limit: silicon's paths spread over a wide range, and a sizeable share of its conduction comes from paths longer than 1 μm, larger than the spot itself, which no single length represents. If \(R_{\rm b}\) is simply added to \(R_{\rm con}\), the crossover condition becomes

\[
\frac{1}{2ka}+\frac{4\Lambda}{3\pi ka^2}=\frac{1}{\pi a^2G}
\quad\Rightarrow\quad a=a_*-\frac{8\Lambda}{3\pi},
\]

after multiplication by \(2ka^2\). Booked this way, the longer path moves the radius to about 640 nm. Plain addition overstates the resistance of an opening when \(\Lambda\) is comparable with \(a\), so the shift for a single 300 nm path is smaller than this. The booking is also a choice. \(R_{\rm b}\) scales as \(1/a^2\), like \(R_{\rm int}\); counted with the interface it gives \(a=a_*+8\Lambda/(3\pi)\), about 1150 nm, and if \(G\) is defined from the temperatures of the phonons emitted towards the joint, it is already contained in \(1/G\). These shifts are estimates, not transport calculations. The whole table belongs to the diffusive model: with the 300 nm path, \(R_{\rm b}\) is 14% of \(R_{\rm con}+R_{\rm int}\) at 891 nm and 26% at 89 nm.

Temperature matters too. If \(k\) falls roughly as \(T^{-1.3}\) and \(G\) is held fixed, going from 300 K to 360 K lowers \(a_*\) to 703 nm.

The finite die matters little here. For a wide die of thickness \(L\gg a\) with an isothermal back, image sources of alternating sign at distances \(2nL\) on both sides change the spot temperature by

\[
\frac{Q}{2\pi k}\,2\sum_{n=1}^{\infty}\frac{(-1)^n}{2nL}=-\frac{Q\ln2}{2\pi kL}.
\]

For \(L=100\) μm this removes 7.9 K/W per die, or 0.39% of its constriction resistance. The correction grows as \(1/L\), to 3.9% for a die thinned to 10 μm, and its sign relies on the isothermal back: a back cooled through a coefficient \(h\) with \(hL/k\) below about 0.4 adds resistance instead. At \(h=10^4\) W/(m² K) the addition is about 1% for the 100 μm die but about 17% for the 10 μm die.

Air around the spot can matter more. Take air of conductivity 0.026 W/(m K) in a 100 nm gap, and add 300 nm to represent the temperature jumps at its walls. The gap conductance is \(0.026/(400\times10^{-9})\) W/(m² K) \(=0.065\) MW/(m² K). With the full temperature difference across the gap, air within about 24 μm of the centre would carry as much heat as the spot. The isolated-spot resistance then no longer describes the whole joint, even though the comparison of \(R_{\rm con}\) with \(R_{\rm int}\) still describes the spot.
